# Franz Dispersion in a Two-Band Insulator and Its Parabolic Limit

## The decision

A calculation of leakage through a thin oxide needs the decay constant $\kappa$ of the electron wave at each energy in the gap, because the transmitted probability contains $\exp(-2\int\kappa\,dz)$. One must decide whether to use the parabolic law, with the effective mass of the conduction edge, or a law that knows about the valence band. An error in $\kappa$ is multiplied by twice the thickness and then exponentiated. In the example below, the choice changes the attenuation through 10 Å by a factor of 3.4.

The algebra is in atomic units, $\hbar=m_e=e=1$, and masses are in electron masses. The tunnelling direction is $z$. The band edges are $E_c$ and $E_v$, the gap is $E_g=E_c-E_v$, and the energy in the gap is given by its depth below the conduction edge,

$$\varepsilon=E_c-E,\qquad 0<\varepsilon<E_g .$$

The "energy" in the Franz law is this depth. The amplitude decays as $e^{-\kappa z}$ and the probability as $e^{-2\kappa z}$.

## First case: one band

Near the conduction edge, at wave number $k_0$, a band with mass $m^*$ has $E=E_c+q^2/(2m^*)$, where $q=k-k_0$. Below the edge $q^2$ is negative. With $q=i\kappa$ we have $q^2=-\kappa^2$, so

$$-\varepsilon=-\frac{\kappa^2}{2m^*},\qquad \kappa_{\rm par}^2=2m^*\varepsilon. \tag{1}$$

Now test this at the other end of the gap. At $\varepsilon=E_g$ it gives $\kappa_{\rm par}^2=2m^*E_g$. If the valence edge lies at the same $k_0$ and the decaying branch joins it, $\kappa$ must return to zero there. A single parabola cannot do this, so the second band has to enter.

## Second case: two plane waves

The simplest crystal with a gap has the weak potential

$$V(z)=2U\cos Gz=U\left(e^{iGz}+e^{-iGz}\right),\qquad U>0 .$$

Near the zone boundary $k_0=G/2$ it couples the waves $e^{i(q+G/2)z}$ and $e^{i(q-G/2)z}$, whose kinetic energies are

$$\frac12\left(q\pm\frac G2\right)^2=\frac{G^2}{8}+\frac{q^2}{2}\pm\frac{Gq}{2}.$$

Let $E_0=G^2/8$. The coupling is $U$, so the two-wave determinant vanishes when

$$\left(E-E_0-\frac{q^2}{2}\right)^2-\frac{G^2q^2}{4}=U^2. \tag{2}$$

At $q=0$ the energies are $E_0\pm U$. These are the band edges, and $E_g=2U$. For a weak potential the relevant $q$ is small, and we drop $q^2/2$ beside the linear term $Gq/2$. Since $(E-E_0)^2-U^2=(E-E_c)(E-E_v)$,

$$(E-E_c)(E-E_v)=\left(\frac G2\right)^2q^2. \tag{3}$$

In the gap $E-E_c=-\varepsilon$ and $E-E_v=E_g-\varepsilon$. The left side is negative, $q$ is imaginary, and

$$\kappa^2=\frac{4}{G^2}\,\varepsilon(E_g-\varepsilon).$$

This vanishes at both edges, as required. Its largest value, at $\varepsilon=E_g/2=U$, is $\kappa=2U/G$. When $U\to0$ the gap closes and the decay disappears, which is the free-electron limit.

## General two-band insulator

The plane waves can be replaced by the true edge states of a crystal. Let $\psi_c$ and $\psi_v$ be normalized Bloch functions at the same $k_0$, each nondegenerate apart from spin, with spin-orbit coupling neglected. Write

$$\psi=e^{iqz}\left(a\,\psi_c+b\,\psi_v\right).$$

With $\hat p=-i\,d/dz$, the derivative of the exponential gives $\hat p\,e^{iqz}=e^{iqz}(\hat p+q)$. The Hamiltonian $\hat H=\hat p^2/2+V$, with transverse terms unchanged, therefore acts as

$$\hat H e^{iqz}=e^{iqz}\left(\hat H+q\hat p+\frac{q^2}{2}\right).$$

We project on the two edge states. Their diagonal momentum vanishes: first-order perturbation theory gives $dE/dq=\langle\hat p\rangle$ at $q=0$, and the slope is zero at a smooth band extremum. The off-diagonal element $P=\langle\psi_c|\hat p|\psi_v\rangle$ can be made real and positive by choosing the phase of $\psi_v$. Then

$$\begin{pmatrix}E_c+q^2/2&qP\\ qP&E_v+q^2/2\end{pmatrix}\begin{pmatrix}a\\b\end{pmatrix}=E\begin{pmatrix}a\\b\end{pmatrix}. \tag{4}$$

These are algebraic equations in $q$, so they may be continued to complex $q$. All other bands have been omitted. If we also drop $q^2/2$, the determinant gives

$$(E-E_c)(E-E_v)=P^2q^2, \tag{5}$$

which is equation (3) with $G/2$ replaced by $P$.

**The mass.** Near the conduction edge, $E-E_v\approx E_g$, so $E-E_c\approx P^2q^2/E_g$. Comparison with $q^2/(2m^*)$ gives

$$m^*=\frac{E_g}{2P^2}. \tag{6}$$

Near the valence edge, $E-E_c\approx-E_g$ and $E-E_v\approx-P^2q^2/E_g$. The hole mass has the same value. Equal masses are thus a consequence of the model.

**The gap.** Put $q=i\kappa$ in (5):

$$-\varepsilon(E_g-\varepsilon)=-P^2\kappa^2 .$$

Division by $-P^2$, followed by $1/P^2=2m^*/E_g$ from (6), yields the Franz dispersion:

$$\boxed{\kappa^2=\frac{\varepsilon(E_g-\varepsilon)}{P^2}=2m^*\varepsilon\left(1-\frac{\varepsilon}{E_g}\right)} \tag{7}$$

The right side is symmetric under $\varepsilon\to E_g-\varepsilon$. Its maximum is at midgap, where $\kappa_{\max}^2=m^*E_g/2$.

The bending has a simple meaning. The first row of (4), without $q^2/2$, reads $-\varepsilon a=i\kappa P\,b$. Hence

$$\frac{|b|^2}{|a|^2}=\frac{\varepsilon^2}{\kappa^2P^2}=\frac{\varepsilon}{E_g-\varepsilon},\qquad \frac{|b|^2}{|a|^2+|b|^2}=\frac{\varepsilon}{E_g}.$$

Without the $q^2/2$ terms, the valence share of the decaying state equals the fractional depth. The parabola also relies on this admixture, which gives $m^*$ its value. But eliminating $b$ from (4) gives $\varepsilon=\kappa^2P^2/(E_g-\varepsilon)$, and the parabola replaces the denominator by its edge value $E_g$. The bending is the effect of the shrinking denominator.

## The limit near an edge

For $\varepsilon\ll E_g$ the bracket in (7) tends to one, and (1) is recovered. To see how quickly, divide (1) by (7) and take the root:

$$\frac{\kappa_{\rm par}}{\kappa}=\left(1-\frac{\varepsilon}{E_g}\right)^{-1/2}=1+\frac{\varepsilon}{2E_g}+O\!\left(\frac{\varepsilon^2}{E_g^2}\right). \tag{8}$$

The parabola overestimates the decay. Its excess reaches 5% of the Franz value when $1-\varepsilon/E_g=1/1.05^2$, that is, at $\varepsilon=0.093\,E_g$. At midgap the ratio is $\sqrt2$.

Near the valence edge the small quantity is $\eta=E_g-\varepsilon$, the height above that edge. Then (7) becomes $\kappa^2=2m^*\eta(1-\eta/E_g)\approx2m^*\eta$, the parabolic law for a hole.

If a parabola is forced through the Franz value at one depth $\varepsilon_1$, its apparent mass is

$$m_{\rm app}=\frac{\kappa^2(\varepsilon_1)}{2\varepsilon_1}=m^*\left(1-\frac{\varepsilon_1}{E_g}\right). \tag{9}$$

A mass fitted in this way belongs to its depth. It should not be inserted as $m^*$ in (7), which would count the bending twice.

## A barrier in a field

When the band edges vary slowly, (7) may be used at each point, to leading order in the semiclassical approximation. Take a triangular barrier of initial height $\phi<E_g$, with $\varepsilon=\phi-Fz$, where $F>0$ is the energy drop per unit length. Since $dz=-d\varepsilon/F$, the exponent is

$$S=2\int_0^{\phi/F}\kappa\,dz=\frac2F\int_0^\phi\sqrt{2m^*\varepsilon\left(1-\frac{\varepsilon}{E_g}\right)}\,d\varepsilon .$$

For $\phi\ll E_g$ we expand $\sqrt{1-\varepsilon/E_g}\approx1-\varepsilon/(2E_g)$. The two integrals are $\tfrac23\phi^{3/2}$ and $\tfrac25\phi^{5/2}/(2E_g)$, so

$$S\approx\frac{4\sqrt{2m^*}}{3F}\,\phi^{3/2}\left(1-\frac{3\phi}{10E_g}\right). \tag{10}$$

The prefactor is the parabolic Fowler–Nordheim exponent. The correction is smaller than the $\phi/(2E_g)$ of a flat barrier at depth $\phi$, because part of the path lies near the edge, where the parabola is good.

The opposite limit is a path across the whole gap, from valence to conduction band. There $\sqrt{\varepsilon(E_g-\varepsilon)}$ traces a semicircle of radius $E_g/2$ and area $\pi E_g^2/8$. Hence $S=\pi E_g^2/(4FP)$, which depends on both edges.

## Restoring the free-electron term

The term $q^2/2$ was dropped from (4). At midgap its size is $\kappa_{\max}^2/2=m^*E_g/4$, which is a fraction $m^*/2$ of the half-gap. It is negligible for a light mass but not for $m^*=0.4$. So we keep it.

For real $q$, second-order perturbation theory on (4) gives

$$E\approx E_c+\frac{q^2}{2}+\frac{P^2q^2}{E_g},\qquad E\approx E_v+\frac{q^2}{2}-\frac{P^2q^2}{E_g}.$$

The electron and hole masses are therefore

$$\frac1{m_c}=\frac{2P^2}{E_g}+1,\qquad \frac1{m_v}=\frac{2P^2}{E_g}-1. \tag{11}$$

They are no longer equal: $1/m_c-1/m_v=2$. We assume $2P^2>E_g$, so that the valence edge is a maximum.

In the gap put $X=\kappa^2=-q^2$. The diagonal elements of (4) become $E_c-X/2$ and $E_v-X/2$, and the squared coupling is $q^2P^2=-P^2X$. The determinant condition is

$$\left(\frac X2-\varepsilon\right)\left(\frac X2+E_g-\varepsilon\right)+P^2X=0 .$$

Multiplying out and collecting powers of $X$,

$$\frac{X^2}{4}+BX-C=0,\qquad B=P^2+\frac{E_g}{2}-\varepsilon,\quad C=\varepsilon(E_g-\varepsilon). \tag{12}$$

The product of the roots is $-4C<0$, so one root is positive:

$$\kappa^2=X=2\left(-B+\sqrt{B^2+C}\right). \tag{13}$$

The negative root means a real $q$ with $q^2=2(B+\sqrt{B^2+C})>4B$. For $P^2\gg E_g$ this is $|q|\approx2P$, far outside the small-$q$ region for which two edge states were chosen, and it is discarded.

First limit: for $P^2\gg E_g$ we have $B\approx P^2$ and $C\ll B^2$. Then $X\approx C/B\approx C/P^2$, which is (7).

Second limit: near the conduction edge at fixed $m_c$. From (11), $P^2+E_g/2=E_g/(2m_c)$, so $B=E_g/(2m_c)-\varepsilon$. Try $X=2m_c\varepsilon(1-\beta\varepsilon/E_g)$ in (12). The terms of order $\varepsilon$ are $E_g\varepsilon-E_g\varepsilon=0$. Those of order $\varepsilon^2$ give

$$m_c^2-\beta-2m_c+1=0,\qquad \beta=(1-m_c)^2,$$

and therefore

$$\kappa^2=2m_c\varepsilon\left[1-(1-m_c)^2\frac{\varepsilon}{E_g}+\cdots\right]. \tag{14}$$

The parabolic limit survives unchanged. The first correction does not: its coefficient is one, as in (7), only for $m_c\ll1$. For a heavier mass, (7) needs the omitted bands to cancel the diagonal $q^2/2$ terms. This is an additional assumption about the material.

## Numbers for a model insulator

Take round parameters: $E_g=8$ eV, conduction mass 0.4, depth $\varepsilon=2$ eV and a flat barrier of thickness $d=10$ Å. Equation (6) fixes $P$, which in ordinary units is $\hbar P/m_e=8.73$ eV Å. Equation (7) then gives

$$\kappa=\frac{\sqrt{2\times6}\ \text{eV}}{8.73\ \text{eV Å}}=0.397\ \text{Å}^{-1},$$

or 0.210 per bohr. The parabola replaces $E_g-\varepsilon$ by $E_g$:

$$\kappa_{\rm par}=\frac{\sqrt{2\times8}\ \text{eV}}{8.73\ \text{eV Å}}=0.458\ \text{Å}^{-1}.$$

This is 15% above the Franz value, in agreement with $(1-1/4)^{-1/2}=1.155$. It also equals the largest Franz value, reached at midgap, since $2m^*\varepsilon=m^*E_g/2$ at $\varepsilon=E_g/4$.

For the law with the free-electron term we keep $m_c=0.4$. Equation (11) gives $2P^2/E_g=2.5-1=1.5$, so $P^2=0.75E_g$; this $P$ is smaller than the one above. In units of the gap, $B=0.75+0.5-0.25=1$ and $C=0.25\times0.75=0.1875$. Then $X=2(\sqrt{1.1875}-1)=0.179$, compared with $0.150$ for Franz. The result is $\kappa=0.434$ Å⁻¹, between the other two and closer to the parabola, which is 6% above it, than to Franz, which is 9% below it. At this mass and depth, (7) with the edge mass overstates the bending.

The attenuation factors $e^{-2\kappa d}$ are:

- Franz: $3.6\times10^{-4}$
- with the free-electron term: $1.7\times10^{-4}$
- parabolic: $1.0\times10^{-4}$

Franz exceeds parabolic by a factor of 3.4, and exceeds the law with the free-electron term by about 2.1. These are not complete transmission probabilities, because the matching at the interfaces, applied fields and image forces are left out.

The 5% criterion from (8) corresponds here to a depth of 0.74 eV. A parabola fitted at 2 eV would return the apparent mass 0.30 instead of 0.40. The free-electron term also implies a hole mass of 2.0, from $1/m_v=1.5-1$, whereas Franz implies 0.4. The two laws therefore differ most plainly on the valence side.

## Comparison with a complete crystal

The cosine potential allows a comparison without truncation to two bands. Take a period of 2 Å. Diagonalization in 16 plane waves at the zone boundary gives the edges and $P$. Numerical integration of the Schrödinger equation over one period $L$ gives the transfer matrix $M$, and in this gap $\operatorname{Tr}M=-2\cosh\kappa L$; the minus sign comes from $k_0L=\pi$. Nine depths from $0.1E_g$ to $0.9E_g$ were used.

With $m^*=E_g/(2P^2)$, the largest error of the Franz $\kappa$, relative to this solution, is 0.53% for $U=0.25$ eV and 1.07% for $U=0.5$ eV. The doubling follows from (12). For small $C/B^2$, $X\approx C/B$, so

$$\frac{\kappa_{\rm Franz}}{\kappa}\approx\sqrt{\frac{B}{P^2}}\approx1+\frac{E_g/2-\varepsilon}{2P^2}.$$

For a weak potential $E_g\approx2U$ while $P\approx G/2$ is nearly fixed, so the error grows in proportion to $U$. It changes sign close to midgap. The Franz $\kappa$ is too large near the conduction edge and too small near the valence edge, because the one Franz mass lies between the two true masses.

For $U=4$ eV the gap is 7.98 eV, and the largest Franz error on these depths rises to 8.5% (it reaches 11% next to the valence edge). Equation (13), with the same $E_g$ and $P$, is within 0.06%. In this crystal the dropped free-electron term is thus the main source of the Franz error, and the remote bands matter little. The band curvatures give $m_c=0.174$ and $m_v=0.265$, for which $1/m_c-1/m_v=1.99$, close to the two-band value of 2.

In practice one may know the conduction mass and not $P$. With $m^*=m_c$ at $\varepsilon=E_g/4$, Franz gives 0.261 Å⁻¹ and the parabola 0.301 Å⁻¹, while the Schrödinger equation gives 0.272 Å⁻¹. Franz is 4% low and the parabola 11% high. This is the order expected from (14), where the coefficient $(1-m_c)^2$ lies between zero and one. Close to the valence edge the same choice is worse: the Franz $\kappa$ is too small by the factor $\sqrt{m_c/m_v}=0.81$.

## Use in a real oxide

Equation (7) follows from two coupled, nondegenerate bands with edges at the same $k_0$ and negligible net diagonal $q^2$ terms. If the edges lie at different $k_0$, the branch leaving the conduction edge need not end at the valence edge in question. The same holds at one $k_0$ if symmetry makes $P$ small or zero. The valence top of an oxide is made of oxygen 2p states, often degenerate, and the gap and hole mass that enter are those of the valence band that couples to the conduction edge along $z$. In an amorphous oxide there is no crystal wave number, and (7) is then an interpolation with a fitted mass.

Where the two-band picture applies, the decision can be made by depth. Within about a tenth of the gap from the conduction edge, the parabola with the edge mass is adequate if 5% in $\kappa$ is acceptable. This limit follows from (7); by (13) with $m_c=0.4$ the 5% point lies deeper, at $0.23E_g$. In a cosine crystal tuned to $E_g=8$ eV and $m_c=0.4$ (period 3.6 Å) it lies at $0.21E_g$; there $\kappa=0.431$ Å⁻¹ at $E_g/4$, and the hole mass is 1.5 rather than the 2.0 of (11). Beyond the limit that applies, the bending must be included. For a conduction mass of a few tenths, (7) with the edge mass can overstate it enough to be further off than the parabola, as at $E_g/4$ for $m_c=0.4$, and the difference between (7) and (13) shows how much the free-electron term matters. It does not bound the error from the omitted bands. The comparison requires $m_c<1/2$, because (11) with $2P^2>E_g$ gives $1/m_c>2$. Near midgap and beyond, the mass of the coupled valence band is needed as well, and a computed complex band structure is the safer source of $\kappa$.
